# Single-Pole and Small-Matrix Approximations for Helium 1s→2s with Exact Exchange: a program that tests the result

```python
"""Casida's equation for helium 1s->2s with the exact-exchange (EXX) kernel.

Result under test, in hartree atomic units:
  full matrix    Omega_qq' = w_q^2 delta_qq' + 2 s sqrt(w_q w_q') K_qq'
  small matrix   omega = sqrt(w^2 + 2 s w K)      (SMA, one transition)
  single pole    omega = w + s K                  (SPA, forward pole only)
w_q: Kohn-Sham gap of 1s->ns; K_qq': Coulomb integral between transition
densities; s = +1 for the singlet and -1 for the triplet.
Omega has the squared excitation energies as eigenvalues.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def helium(exponents_by_l):
    """Helium with uncontracted Gaussians, one exponent list for each l."""
    shells = [[l, [float(a), 1.0]]
              for l, exps in enumerate(exponents_by_l) for a in exps]
    return gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)


def core_matrix(mol):
    return mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def orthonormalizer(overlap):
    values, vectors = np.linalg.eigh(overlap)
    return vectors / np.sqrt(values)


def transform(g, a, b, c, d):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, a, b, c, d, optimize=True)


# ---------- EXX ground state and orbitals in a Gaussian basis ----------
s_exps = 0.005 * 2.1 ** np.arange(18)
mol = helium([s_exps])
S, h_ao, g_ao = mol.intor("int1e_ovlp"), core_matrix(mol), mol.intor("int2e")
eps, C = eigh(h_ao, S)
for cycle in range(100):
    old = eps[0]
    D = np.outer(C[:, 0], C[:, 0])
    # Hartree plus exchange potential = potential of one 1s electron
    eps, C = eigh(h_ao + np.einsum("pqrs,rs->pq", g_ao, D), S)
    if abs(eps[0] - old) < 1e-12:
        break
assert abs(eps[0] - old) < 1e-10
h = C.T @ h_ao @ C
g = transform(g_ao, C, C, C, C)
E0 = 2 * h[0, 0] + g[0, 0, 0, 0]
gaps = eps[1:] - eps[0]
K = g[0, 1:, 0, 1:]
w, k = gaps[0], K[0, 0]


def casida_root(s, count=None):
    """Lowest root with the first count transitions; s also scales K."""
    ws, ks = gaps[:count], K[:count, :count]
    omega2 = np.diag(ws**2) + 2 * s * np.sqrt(np.outer(ws, ws)) * ks
    return np.sqrt(np.linalg.eigvalsh(omega2)[0])


spin = {"singlet": 1, "triplet": -1}
spa = {name: w + s * k for name, s in spin.items()}
sma = {name: np.sqrt(w**2 + 2 * s * w * k) for name, s in spin.items()}
two = {name: casida_root(s, 2) for name, s in spin.items()}
full = {name: casida_root(s) for name, s in spin.items()}
tda = {name: np.linalg.eigvalsh(np.diag(gaps) + s * K)[0]
       for name, s in spin.items()}

# ---------- Test: self-consistent solution on a radial grid ----------
step = 0.0025
r = step * np.arange(1, 24001)


def radial_potential(charge):
    """Potential of a spherical charge given per radial grid point."""
    inner = np.cumsum(charge) - charge / 2
    shell = charge / r
    outer = np.cumsum(shell[::-1])[::-1] - shell / 2
    return inner / r + outer


def radial_states(potential, last):
    e, u = eigh_tridiagonal(1 / step**2 + potential,
                            np.full(r.size - 1, -0.5 / step**2),
                            select="i", select_range=(0, last))
    return e, u


u_1s = 2 * 1.7**1.5 * r * np.exp(-1.7 * r) * np.sqrt(step)
for cycle in range(30):
    e_grid, u = radial_states(-2 / r + radial_potential(u_1s**2), 0)
    u_1s = u[:, 0]
e_grid, u = radial_states(-2 / r + radial_potential(u_1s**2), 2)
pair = u[:, 0] * u[:, 1]
k_grid = np.sum(pair * radial_potential(pair))
assert np.max(np.abs(e_grid - eps[:3])) < 1e-4  # grid error of order step^2
assert abs(k_grid - k) < 2e-5


# ---------- Test: linearize the time-dependent equations numerically ----
def motion_frequencies(n):
    """Frequencies of small motions of both spin orbitals in n orbitals."""
    hn, gn = h[:n, :n], g[:n, :n, :n, :n]

    def velocity(x):
        parts = x.reshape(2, 2, n)
        c = parts[:, 0] + 1j * parts[:, 1]
        dens = [np.outer(v, v.conj()).real for v in c]
        hartree = np.einsum("pqrs,rs->pq", gn, dens[0] + dens[1])
        rates = []
        for v, own in zip(c, dens):
            exchange = -np.einsum("pqrs,rs->pq", gn, own)
            rate = -1j * ((hn + hartree + exchange) @ v - eps[0] * v)
            rates += [rate.real, rate.imag]
        return np.concatenate(rates)

    x0 = np.zeros(4 * n)
    x0[0] = x0[2 * n] = 1.0
    d = 1e-5
    jac = np.array([(velocity(x0 + d * e) - velocity(x0 - d * e)) / (2 * d)
                    for e in np.eye(4 * n)]).T
    freq = np.linalg.eigvals(jac).imag
    return np.sort(freq[freq > 0.1])


for n, result in ((2, sma), (3, two), (len(eps), full)):
    expected = [result["triplet"], result["singlet"]]
    assert np.allclose(motion_frequencies(n)[:2], expected, atol=1e-6, rtol=0)

# ---------- Test: full EXX response equals Hartree-Fock response --------
D = np.outer(C[:, 0], C[:, 0])
fock = (h_ao + 2 * np.einsum("pqrs,rs->pq", g_ao, D)
        - np.einsum("prqs,rs->pq", g_ao, D))
e_hf, C_hf = eigh(fock, S)
g_hf = transform(g_ao, C_hf, C_hf, C_hf, C_hf)
direct, cross = g_hf[0, 0, 1:, 1:], g_hf[0, 1:, 0, 1:]
for name, s in spin.items():
    A = np.diag(e_hf[1:] - e_hf[0]) - direct + (1 + s) * cross
    B = s * cross
    root = np.sqrt(np.min(np.linalg.eigvals((A - B) @ (A + B)).real))
    assert abs(root - full[name]) < 1e-6

# ---------- Test: SPA as a difference of configuration energies ---------
for name, s in spin.items():
    E_1s2s = h[0, 0] + h[1, 1] + g[0, 0, 1, 1] + s * g[0, 1, 0, 1]
    assert abs(E_1s2s - E0 - spa[name]) < 1e-8

# ---------- Test: first and second order in the kernel strength ---------
backward = -k**2 / (2 * w)
mixing = np.sum(2 * gaps[1:] * K[0, 1:]**2 / (w**2 - gaps[1:]**2))
lam = 0.05
plus, minus = casida_root(lam), casida_root(-lam)
slope = (plus - minus) / (2 * lam)
curvature = (plus + minus - 2 * w) / (2 * lam**2)
assert abs(slope / k - 1) < 0.02
assert abs(curvature / (backward + mixing) - 1) < 0.02
for name in spin:
    assert full[name] < two[name] < sma[name] < spa[name]


# ---------- Correlated reference: configuration interaction, S states ---
def s_state_levels(exponents_by_l):
    """Singlet and triplet S levels from pairs of equal l coupled to L=0."""
    m = helium(exponents_by_l)
    sizes = [len(e) for e in exponents_by_l]
    edge = np.concatenate([[0], np.cumsum(sizes)])
    ao = m.ao_loc_nr()
    overlap, core = m.intor("int1e_ovlp"), core_matrix(m)
    X, hl = [], []
    for l in range(len(sizes)):
        idx = ao[edge[l]:edge[l + 1]]
        X.append(orthonormalizer(overlap[np.ix_(idx, idx)]))
        hl.append(X[l].T @ core[np.ix_(idx, idx)] @ X[l])
    rows = []
    for l, nl in enumerate(sizes):
        row = []
        for q, nq in enumerate(sizes):
            a, b = (edge[l], edge[l + 1]), (edge[q], edge[q + 1])
            block = m.intor("int2e", shls_slice=tuple(map(int, a + b + a + b)))
            ml, mq = 2 * l + 1, 2 * q + 1
            block = block.reshape(nl, ml, nq, mq, nl, ml, nq, mq)
            block = np.einsum("aicjbidj->abcd", block) / np.sqrt(ml * mq)
            block = transform(block, X[l], X[l], X[q], X[q])
            block = block.reshape(nl**2, nq**2)
            if l == q:
                one = np.eye(nl)
                block = block + np.kron(hl[l], one) + np.kron(one, hl[l])
            row.append(block)
        rows.append(row)
    levels, vectors = np.linalg.eigh(np.block(rows))
    swap, offset = [], 0
    for n in sizes:
        swap.append(offset + np.arange(n * n).reshape(n, n).T.ravel())
        offset += n * n
    parity = np.sum(vectors * vectors[np.concatenate(swap)], axis=0)
    return levels[parity > 0], levels[parity < 0]


# Test of the L=0 reduction against the complete two-electron product space
small = [[0.3, 1.2, 6.0], [0.8, 2.5], [1.5]]
m = helium(small)
X = orthonormalizer(m.intor("int1e_ovlp"))
h_small = X.T @ core_matrix(m) @ X
g_small = transform(m.intor("int2e"), X, X, X, X)
one = np.eye(len(h_small))
H_small = (np.kron(h_small, one) + np.kron(one, h_small)
           + g_small.transpose(0, 2, 1, 3).reshape(one.size, one.size))
complete = np.linalg.eigvalsh(H_small)
singlets, triplets = s_state_levels(small)
assert abs(singlets[0] - complete[0]) < 1e-9
for level in np.concatenate([singlets, triplets]):
    assert np.min(np.abs(complete - level)) < 1e-9

ci_exps = [s_exps, 0.03 * 2.3 ** np.arange(9),
           0.1 * 2.3 ** np.arange(7), 0.2 * 2.3 ** np.arange(5)]


def reference(exponents_by_l):
    sing, trip = s_state_levels(exponents_by_l)
    return sing[0], {"singlet": sing[1] - sing[0],
                     "triplet": trip[0] - sing[0]}


E_ci, ci = reference(ci_exps)
E_ci_d, ci_d = reference(ci_exps[:3])
assert E_ci < E_ci_d < E0

# ---------- Printed results ----------
print(f"Gaussian s functions: {len(s_exps)}")
print(f"EXX ground-state energy: {E0:.6f} hartree")
for label, value in zip(("1s", "2s", "3s"), eps):
    print(f"EXX orbital energy {label}: {value:.6f} hartree")
print(f"Kohn-Sham gap w(1s-2s): {w:.6f} hartree = {w*HARTREE_EV:.3f} eV")
print(f"Kohn-Sham gap w(1s-3s): {gaps[1]:.6f} hartree")
print(f"K(2s,2s): {k:.6f} hartree; radial grid: {k_grid:.6f} hartree")
print(f"K(2s,3s): {K[0, 1]:.6f} hartree")
print(f"K(3s,3s): {K[1, 1]:.6f} hartree")
for name in spin:
    print(f"--- {name} 1s->2s excitation energy ---")
    for label, res in (("SPA", spa), ("SMA", sma), ("two transitions", two),
                       ("Tamm-Dancoff, all transitions", tda),
                       ("full Casida", full), ("CI reference", ci)):
        print(f"{label}: {res[name]:.6f} hartree"
              f" = {res[name]*HARTREE_EV:.3f} eV")
    for label, res in (("SPA", spa), ("SMA", sma), ("full", full)):
        print(f"{label} minus CI: {res[name]-ci[name]:+.6f} hartree")
    print(f"CI change on adding l=3: {ci[name]-ci_d[name]:+.6f} hartree")
print("--- splitting, singlet minus triplet ---")
for label, res in (("SPA", spa), ("SMA", sma), ("full", full), ("CI", ci)):
    print(f"{label}: {res['singlet']-res['triplet']:.6f} hartree")
print("--- second order in the kernel ---")
print(f"backward-pole term: {backward:.6f} hartree")
print(f"mixing term, all transitions: {mixing:.6f} hartree")
mix_3s = 2 * gaps[1] * K[0, 1]**2 / (w**2 - gaps[1]**2)
print(f"mixing term, 1s->3s only: {mix_3s:.6f} hartree")
mean_shift = (full["singlet"] + full["triplet"]) / 2 - w
print(f"full mean of singlet and triplet minus w: {mean_shift:.6f} hartree")
print(f"SPA singlet without exchange kernel: {w + 2*k:.6f} hartree")
print(f"SPA triplet without exchange kernel: {w:.6f} hartree")
print(f"CI ground-state energy: {E_ci:.6f} hartree")
print("success")
```

Output:

```
Gaussian s functions: 18
EXX ground-state energy: -2.861665 hartree
EXX orbital energy 1s: -0.917951 hartree
EXX orbital energy 2s: -0.158332 hartree
EXX orbital energy 3s: -0.064655 hartree
Kohn-Sham gap w(1s-2s): 0.759618 hartree = 20.670 eV
Kohn-Sham gap w(1s-3s): 0.853296 hartree
K(2s,2s): 0.022599 hartree; radial grid: 0.022599 hartree
K(2s,3s): -0.011123 hartree
K(3s,3s): 0.005485 hartree
--- singlet 1s->2s excitation energy ---
SPA: 0.782217 hartree = 21.285 eV
SMA: 0.781890 hartree = 21.276 eV
two transitions: 0.780294 hartree = 21.233 eV
Tamm-Dancoff, all transitions: 0.776449 hartree = 21.128 eV
full Casida: 0.775512 hartree = 21.103 eV
CI reference: 0.757314 hartree = 20.608 eV
SPA minus CI: +0.024903 hartree
SMA minus CI: +0.024577 hartree
full minus CI: +0.018199 hartree
CI change on adding l=3: +0.000484 hartree
--- triplet 1s->2s excitation energy ---
SPA: 0.737020 hartree = 20.055 eV
SMA: 0.736673 hartree = 20.046 eV
two transitions: 0.735448 hartree = 20.013 eV
Tamm-Dancoff, all transitions: 0.728002 hartree = 19.810 eV
full Casida: 0.723599 hartree = 19.690 eV
CI reference: 0.728032 hartree = 19.811 eV
SPA minus CI: +0.008988 hartree
SMA minus CI: +0.008641 hartree
full minus CI: -0.004433 hartree
CI change on adding l=3: +0.000509 hartree
--- splitting, singlet minus triplet ---
SPA: 0.045197 hartree
SMA: 0.045217 hartree
full: 0.051914 hartree
CI: 0.029282 hartree
--- second order in the kernel ---
backward-pole term: -0.000336 hartree
mixing term, all transitions: -0.008809 hartree
mixing term, 1s->3s only: -0.001398 hartree
full mean of singlet and triplet minus w: -0.010063 hartree
SPA singlet without exchange kernel: 0.804816 hartree
SPA triplet without exchange kernel: 0.759618 hartree
CI ground-state energy: -2.903247 hartree
success
```
